\section*{One Chebyshev Filter per Density Update: Degree and Iteration Count}

\section{Electrons that move their own potential}

Eight electrons sit in four potential wells and repel one another. In a mean-field description each electron feels the wells plus the average repulsion of the charge density. The density fixes the potential, the potential fixes the orbitals, and the orbitals fix the density. One therefore guesses a density, computes orbitals, corrects the density and repeats.

The direct procedure solves the eigenvalue problem completely at every density. Its early solutions are very accurate orbitals of a potential that is about to be replaced. How much eigenvalue work does each density update need, and what happens to the number of updates if less is done?

Hartree atomic units are used. The problem lives on $N$ grid points of spacing $h$ between hard walls:
\begin{equation}
H[\rho]=T+V_{\rm ext}+hK\rho ,\qquad
\rho(x)=\frac{2}{h}\sum_{i=1}^{n}\phi_i(x)^2 .
\end{equation}
The vector $hK\rho$ acts as a diagonal potential, and the factor $h$ turns the grid sum into an integral. Orbitals are real with $\sum_x\phi_i(x)^2=1$; the 2 counts spins. Exchange and correlation are left out. The levels at self-consistency are $\epsilon_1\le\epsilon_2\le\dots$, with a gap above the $n$ occupied ones. The grid problem itself is the one to be solved, so grid error plays no part below.

\section{From powers to a Chebyshev filter}

Since the density changes only moderately between updates, the previous orbitals are a good start for the next ones. Suppose a block of $s$ vectors is kept and improved by multiplication with $H$. Plain powers of $H$ favour the eigenvalues of largest magnitude, which on a fine grid are the useless kinetic ones at the top. A polynomial is needed that is small on an unwanted interval $[a,b]$ and large below it. Map that interval to $[-1,1]$:
\begin{equation}
x=\frac{\lambda-c}{e},\qquad c=\frac{a+b}{2},\qquad e=\frac{b-a}{2}.
\end{equation}
For $\lambda=\epsilon_i<a$, write $\epsilon_i=a-(a-\epsilon_i)$ and use $(a-c)/e=-1$:
\begin{equation}
x_i=-1-\frac{a-\epsilon_i}{e},\qquad
|x_i|=1+\frac{2(a-\epsilon_i)}{b-a}. \label{xi}
\end{equation}
The shifted power $x^m$ stays within 1 on the interval and amplifies the wanted state by $|x_i|^m$. Because $b-a$ is large, $|x_i|$ barely exceeds 1 and this is slow.

The Chebyshev polynomials do better at the same number of multiplications. They obey $T_0=1$, $T_1=x$ and
\begin{equation}
T_{j+1}(x)=2xT_j(x)-T_{j-1}(x). \label{rec}
\end{equation}
With $x=\cos\vartheta$, the identity $\cos(j+1)\vartheta+\cos(j-1)\vartheta=2\cos\vartheta\cos j\vartheta$ gives $T_m=\cos m\vartheta$, so $|T_m|\le1$ inside. With $|x|=\cosh\theta$ the same identity for hyperbolic cosines gives
\begin{equation}
|T_m(x)|=\cosh m\theta \quad\text{outside}.
\end{equation}
For negative $x$ only the sign $(-1)^m$ is added. When $\theta_i$ is small, $\cosh\theta_i\simeq1+\theta_i^2/2$, and \eqref{xi} yields
\begin{equation}
\theta_i\simeq 2\sqrt{\frac{a-\epsilon_i}{b-a}} . \label{theta}
\end{equation}
The growth exponent contains the square root of a small ratio, whereas $\ln|x_i|$ contains the ratio itself. Applied to a block $Y_0$, the recurrence reads
\begin{equation}
Y_1=\frac{(H-c)Y_0}{e},\qquad Y_{j+1}=\frac{2(H-c)Y_j}{e}-Y_{j-1}.
\end{equation}

\section{Placing the two edges}

If $b$ lies below the top of the spectrum, the states above it are outside the damped interval and are amplified too. A safe value follows from adding the largest kinetic and potential values. The three-point kinetic matrix has eigenvalues $(1-\cos\vartheta)/h^2<2/h^2$, hence
\begin{equation}
b=\frac{2}{h^2}+\max_x V(x)
\end{equation}
bounds the spectrum, where $V$ is the full potential. In the model below $b=78.45$ hartree and the largest eigenvalue is $78.04$ hartree. Fifteen filters of degree 8 on a random block at fixed $H$ find the lowest level, $-0.862$ hartree. With $b$ set 10\% below the largest eigenvalue, the lowest energy found is $77.30$ hartree: the block has gone to the wrong end.

The lower edge $a$ must lie above the occupied levels. The largest energy found in the block at the previous update is available for free. If only the occupied states were carried, this choice would give $a=\epsilon_n$ at self-consistency, where $|T_m|=1$. The highest occupied state would then not be amplified at all, and convergence to that point is not assured. A few buffer vectors, $s>n$, cure this: then $a$ tends to $\epsilon_s$.

\section{The scheme}

Filtering repeatedly until the orbitals have converged at each density would still polish orbitals of a provisional potential. The remaining change is to filter once and move on. Start from a guess density, one diagonalization at that density for the first block, and its $s$-th level as $a$. Each density update then consists of these operations:
\begin{enumerate}
\item Build $H_k=H[\rho_k]$ and the bound $b$.
\item Apply one filter of degree $m$ to the block.
\item Orthonormalize it, diagonalize $H_k$ within its span (Rayleigh--Ritz), and rotate the block to the resulting Ritz vectors.
\item Form $\rho_{\rm out}$ from the $n$ lowest Ritz vectors and set $a$ to the highest Ritz value.
\item Mix: $\rho_{k+1}=\rho_k+\alpha(\rho_{\rm out}-\rho_k)$.
\end{enumerate}
The filter uses $m$ multiplications by $H$ per vector and Rayleigh--Ritz one more, so an update costs $s(m+1)$ products.

\section{What one incomplete filter does}

The orbitals now lag behind the potential, so density error and orbital error must be followed together. Let $\delta\rho$ be the deviation from self-consistency and $\delta V=hK\delta\rho$ the resulting potential error. To first order the carried span has the basis
\begin{equation}
\chi_j=\phi_j+\sum_{a>s}\phi_aZ_{aj},\qquad j\le s ,
\end{equation}
where the index $a$ labels states outside the block; the edge $a$ does not appear as an index. Assume $\epsilon_s<\epsilon_{s+1}$.

The filter is a polynomial $p(H)$ with $H=H_*+\delta V$, where $H_*$ is the self-consistent Hamiltonian. For a single power, the first-order change is
\begin{equation}
\delta(H^q)=\sum_{r=0}^{q-1}H_*^{\,r}\,\delta V\,H_*^{\,q-1-r}.
\end{equation}
Between $\phi_a$ and $\phi_j$ this becomes a finite geometric sum:
\begin{equation}
\delta V_{aj}\sum_{r=0}^{q-1}\epsilon_a^{\,r}\epsilon_j^{\,q-1-r}
=\delta V_{aj}\,\frac{\epsilon_a^{\,q}-\epsilon_j^{\,q}}{\epsilon_a-\epsilon_j}.
\end{equation}
Adding powers with their coefficients gives, with $p_a=p(\epsilon_a)$,
\begin{equation}
[\delta p(H)]_{aj}=\delta V_{aj}\,\frac{p_a-p_j}{\epsilon_a-\epsilon_j}.
\end{equation}
The filtered $\chi_j$ therefore has outside component $p_aZ_{aj}+[\delta p(H)]_{aj}$. Its components inside the block are $p_j$ on $\phi_j$ plus first-order terms. Restoring the form of the basis divides by $p_j$; the first-order inside terms multiply an outside part that is already first order and drop out. With $g_{aj}=p_a/p_j$,
\begin{equation}
Z'_{aj}=g_{aj}Z_{aj}-(1-g_{aj})\frac{\delta V_{aj}}{\epsilon_a-\epsilon_j}. \label{Z}
\end{equation}
The edges also move with the density, but a changed polynomial of $H_*$ is diagonal in the $\phi$ and can alter \eqref{Z} only through products of two small quantities.

Equation \eqref{Z} has a direct meaning. The orbitals that belong to the current potential have $Z^V_{aj}=-\delta V_{aj}/(\epsilon_a-\epsilon_j)$ by ordinary perturbation theory, and
\begin{equation}
Z'-Z^V=g\,(Z-Z^V)\quad\text{for each pair}. \label{lag}
\end{equation}
One filter removes the fraction $1-g$ of the lag.

Pairs of an occupied state $i$ and a buffer state $b$ are treated by Rayleigh--Ritz. The $\chi_j$ are orthonormal up to second order, and
\begin{equation}
\langle\chi_b|H|\chi_i\rangle=\delta V_{bi}+O(2),\qquad b\ne i .
\end{equation}
Diagonalization in the block thus mixes them by $-\delta V_{bi}/(\epsilon_b-\epsilon_i)$. This is \eqref{Z} with $g_{bi}=0$: the buffer pairs have no lag at first order.

\section{The coupled map and its two limits}

Varying $\rho=(2/h)\sum\phi_i^2$ gives a factor $2\phi_i\delta\phi_i$. Rotations among occupied orbitals leave the density unchanged, so
\begin{equation}
\delta\rho_{\rm out}=\frac{4}{h}\sum_{i\le n}\sum_{a>n}\phi_a\phi_iZ'_{ai},
\end{equation}
where $a$ now includes the buffer. Mixing then gives
\begin{equation}
\delta\rho'=(1-\alpha)\delta\rho+\frac{4\alpha}{h}\sum_{i\le n}\sum_{a>n}\phi_a\phi_iZ'_{ai}. \label{rho}
\end{equation}
Equations \eqref{Z} and \eqref{rho} form one linear map of $\delta\rho$ and the components $Z_{ai}$ with occupied $i$. The components $Z_{ab}$ of the buffer vectors obey \eqref{Z} too and may decay slowly, but they do not appear in \eqref{rho} or in the equation for $Z_{ai}$, so they do not affect the density at first order and are left out of the map. The largest magnitude among its eigenvalues, the spectral radius, is the error factor per update at late times, provided the corresponding mode is present. The numerical check starts the nonlinear algorithm, with the lower edge held at its final value $\epsilon_s$, slightly away from self-consistency and follows six updates of degree 6. The density error agrees with the linear map within a relative $6\times10^{-6}$.

\subsection*{Complete filtering}

For large $m$, $g\to0$ and $Z'=Z^V$. Inserting this in \eqref{rho} defines the response of independent electrons,
\begin{equation}
\chi_0\delta V=-\frac{4}{h}\sum_{i\le n}\sum_{a>n}
\frac{\phi_a\phi_i\,\delta V_{ai}}{\epsilon_a-\epsilon_i},
\end{equation}
and the iteration becomes
\begin{equation}
\delta\rho'=\left[1-\alpha(1-\chi_0hK)\right]\delta\rho .
\end{equation}
This is exact diagonalization with mixing. All denominators are positive, so $-\chi_0$ has no negative eigenvalue. For a positive definite $K$, the matrix $-\chi_0K$ has the eigenvalues of $K^{1/2}(-\chi_0)K^{1/2}$, which are real and non-negative. The dielectric eigenvalues $\varepsilon$ of $1-\chi_0hK$ are therefore at least 1. Each mode shrinks by $1-\alpha\varepsilon$, and convergence requires $\alpha\varepsilon_{\max}<2$.

The value $\varepsilon=1$ does occur. A constant potential does not mix orbitals, so $\delta\rho\propto K^{-1}1$ gives no response and shrinks by $1-\alpha$. The same holds at any degree: with $Z=0$ and constant $\delta V$, \eqref{Z} gives $Z'=0$ and \eqref{rho} gives $\delta\rho'=(1-\alpha)\delta\rho$. Hence no degree brings the spectral radius below $1-\alpha$.

\subsection*{A single mode}

The competition between mixing and filtering is visible in a model with one density mode $\delta$, one orbital variable $z$ in density units, one damping ratio $g$ and screening $\kappa=\varepsilon-1$:
\begin{align}
z'&=gz-(1-g)\kappa\delta,\\
\delta'&=(1-\alpha)\delta+\alpha z' \nonumber\\
&=[1-\alpha-\alpha(1-g)\kappa]\delta+\alpha gz .
\end{align}
The trace of this map is $1-\alpha+g-\alpha(1-g)\kappa$. Its determinant is
\begin{equation}
g[1-\alpha-\alpha(1-g)\kappa]+\alpha g(1-g)\kappa=g(1-\alpha),
\end{equation}
so the error factors $\mu$ solve
\begin{equation}
\mu^2-[1-\alpha+g-\alpha(1-g)\kappa]\mu+g(1-\alpha)=0 .
\end{equation}
Without screening the roots are $1-\alpha$ and $g$. The slower process sets the pace.

For the real block, $|T_m|\le1$ on the damped states gives $|g_{ai}|\le1/\cosh m\theta_n$, since the highest occupied level is amplified least. This suggests the estimate
\begin{equation}
\mu\approx\max\left(1-\alpha,\ \frac{1}{\cosh m\theta_n}\right) \label{est}
\end{equation}
for weak screening. Weak means at least $\alpha\varepsilon_{\max}\le2-\alpha$; otherwise $|1-\alpha\varepsilon_{\max}|$ exceeds $1-\alpha$ and sets the rate at high degree. The two entries are equal at
\begin{equation}
m_*=\frac{1}{\theta_n}\,{\rm arccosh}\,\frac{1}{1-\alpha}. \label{mstar}
\end{equation}
Where \eqref{est} holds, a higher degree than this buys accuracy that mixing cannot use. The condition above is necessary, not sufficient. The ratios $g$ take both signs, and a negative $g$ enlarges the screening term $(1-g)\kappa$. Close to $\alpha\varepsilon_{\max}=2-\alpha$ the error factor can therefore stay above \eqref{est} beyond $m_*$: in the model below with $\alpha=0.78$, where $m_*\approx10$, the spectral radius at $m=10$ is 0.28 against an estimate of 0.22. Since $b\simeq2/h^2$ on a fine grid, \eqref{theta} makes $\theta_n$ proportional to $h$, and $m_*$ grows as $1/h$.

\section{Measurement on four wells}

The wells are Gaussians of depth 3 hartree and width parameter 0.8 bohr, centred at $-5$, $-2$, $1.5$ and $5$ bohr in a 20 bohr box. The uneven spacing removes mirror symmetry. The repulsion is $K(x,x')=e^{-|x-x'|}$ with lengths in bohr and energy in hartree. There are 124 grid points with $h=0.16$ bohr, $n=4$, $s=6$ and $\alpha=0.6$. All parameters are round model values.

The highest occupied level is $-0.698$ hartree, the next one $0.188$ hartree, and $\epsilon_6=0.232$ hartree serves as the final lower edge. From \eqref{xi},
\begin{equation}
|x_4|=1+\frac{2(0.232+0.698)}{78.45-0.23}=1.0238,\quad \theta_4=0.218 .
\end{equation}
At $m=6$ the shifted power would leave a worst-case ratio $1.0238^{-6}=0.87$; the Chebyshev filter leaves $1/\cosh(1.31)=0.50$. The crossover \eqref{mstar} is $m_*=1.567/0.218\approx7.2$. The largest dielectric eigenvalue is 1.52, so $\alpha\varepsilon_{\max}=0.91$ and the mixing is stable.

Updates are counted until the integrated absolute density error, relative to a converged diagonalization loop, falls from 1.95 to below $10^{-8}$ electron. The observed rate is the mean error factor between about $10^{-4}$ and $10^{-10}$ electron.

\begin{center}
\begin{tabular}{rrrrr}
$m$ & updates & $H$ products & radius & observed\\
2 & 125 & 2250 & 0.912 & 0.887\\
3 & 59 & 1416 & 0.819 & 0.769\\
4 & 35 & 1050 & 0.713 & 0.639\\
6 & 20 & 840 & 0.508 & 0.411\\
8 & 19 & 1026 & 0.400 & 0.383\\
15 & 19 & 1824 & 0.400 & 0.383\\
40 & 19 & 4674 & 0.400 & 0.381
\end{tabular}
\end{center}

Exact diagonalization also needs 19 updates. The count falls steeply up to $m=6$ and is flat from $m=8$, in line with $m_*\approx7$. The estimate \eqref{est} gives 0.912 at $m=2$ and 0.50 at $m=6$, close to the computed radii.

Degree 6 is the cheapest of those tried: $20\times6\times7=840$ products. It takes one update more than degree 8 but saves two products per vector in each update. This measure omits orthonormalization, the small diagonalizations and the initial full one. If those dominate, fewer updates are worth a higher degree.

The spectral radius is a pessimistic guide to the count at low degree. At $m=2$ it predicts
\begin{equation}
\frac{\ln(10^{-8}/1.946)}{\ln0.9122}\approx208
\end{equation}
updates, against 125 measured. Part of the difference is that the error fell faster early on than at the late observed rate. The late rate is itself below the radius. At $m=2$ it lies nearer to the damping ratio of level 7, the first outside the block, against level 4, which is 0.898. At $m=6$ that ratio is 0.436, and the observed 0.411 lies nearer to $1-\alpha=0.4$. The largest ratios belong to higher states near the extrema of $T_m$, which a smooth starting density hardly excites. At $m=2$ the slowest mode has the factor $-0.912$ and sits in the middle of the spectrum, where $T_2\approx-1$. A start with random noise in the orbitals excites such modes and converges at a rate close to the radius.

On the plateau the observed 0.38 also lies below $1-\alpha=0.4$. The mode $K^{-1}1$ carries net charge, because $1^{T}K^{-1}1>0$. The guess already holds eight electrons and every update preserves that number, so this mode is absent from the run. That alone does not explain the difference: neutral short-wavelength modes meet a weak $K$ and large denominators in $\chi_0$, so their $\varepsilon$ is close to 1 and their factor close to $1-\alpha$. The observed factor is a mean over a window in which the local factor is still rising. Modes with larger $\varepsilon$ die out first; near $10^{-11}$ electron the factor has reached 0.39, and the error is carried mostly by modes with $\varepsilon$ between 1.001 and 1.03.

Changing the mixing separates the two limits. With $\alpha=0.3$, degree 2 needs 128 updates, nearly the former 125, because the filter is the bottleneck. Degrees 8 and 40 and exact diagonalization all need 47 instead of 19, because there mixing is the bottleneck.

\section{When to stop, and where the analysis ends}

A low degree also affects the stopping rule. The quantity at hand is the residual $r=\rho_{\rm out}-\rho_k$, not the true error. If one real mode with factor $\mu<1$ dominates, then $\alpha r=\delta\rho'-\delta\rho=(\mu-1)\delta\rho$, and
\begin{equation}
\frac{\|\delta\rho\|}{\|r\|}=\frac{\alpha}{1-\mu}.
\end{equation}
At $m=2$ the measured ratio at the target is 5.42, and the local error factor predicts 5.43. With exact diagonalization it is 0.99. When the surviving mode has $\mu$ positive and near 1, as in this run, a weak filter makes the output density resemble the input because the orbitals have hardly moved, and the residual understates the error. If a mode with negative $\mu$ survives instead, the residual overstates it: $\mu=-0.912$ gives a ratio of 0.31.

The orbital residual exposes this. The component of $(H-\epsilon_i)\psi_i$ on an outside state $a$ is, to first order,
\begin{equation}
(\epsilon_a-\epsilon_i)Z'_{ai}+\delta V_{ai}
=(\epsilon_a-\epsilon_i)\,g_{ai}(Z_{ai}-Z^V_{ai}),
\end{equation}
where \eqref{lag} was used. It measures the remaining lag, so both residuals should be small before the loop ends.

The analysis is local: it describes the approach to a fixed point, not convergence from any guess. It assumes a gap and fixed occupations. When the gap closes, the denominators in $\chi_0$ become small, $\varepsilon_{\max}$ can grow, and $\alpha$ may have to shrink. Fractional occupations add a density response that \eqref{rho} lacks. Mixing that uses several earlier densities replaces \eqref{rho} by another map, and its plateau must be measured anew. The counts above belong to this model, start and tolerance. What carries over within the stated assumptions, and for weak screening, is the structure: a filter ratio set by $m\theta_n$ competing with the mixing factor $1-\alpha$, which the degree cannot improve. With strong screening the two processes couple, as the one-mode equation shows, and \eqref{est} need not hold: at $g=0$ the nonzero root is $1-\alpha-\alpha\kappa$, whose magnitude exceeds $1-\alpha$ once $\alpha\kappa>2(1-\alpha)$.

\section*{Values computed for the example and the checks}
\begin{verbatim}
grid points 124, spacing h = 0.160 bohr, box 20 bohr
well centres (bohr): -5.0 -2.0 1.5 5.0
well depth 3.0 hartree, width 0.8 bohr
repulsion 1.0 hartree, decay length 1.0 bohr
occupied orbitals 4, carried vectors 6
mixing alpha = 0.6, target error 1e-08 electron
levels 1-4 (hartree): -0.8620 -0.8513 -0.7701 -0.6984
levels 5-8 (hartree): 0.1875 0.2324 0.3839 0.5045
largest eigenvalue 78.036, bound b 78.452 hartree
lowest Ritz value, safe b: -0.8620 hartree
lowest Ritz value, b 10% short: 77.30 hartree
largest dielectric eigenvalue 1.5201
linear map vs algorithm, relative mismatch 5.8e-06
initial density error 1.9460 electron
edge g = T_m(level 7)/T_m(level 4); est = updates from radius
  m updates  est  H-products  edge g  radius  observed rate
  2    125  207.7     2250     0.8980  0.9122  0.8872
  3     59   95.6     1416     0.7906  0.8189  0.7691
  4     35   56.5     1050     0.6686  0.7132  0.6385
  6     20   28.2      840     0.4358  0.5081  0.4107
  8     19   20.8     1026     0.2590  0.4000  0.3832
 10     19   20.8     1254     0.1425  0.4000  0.3817
 15     19   20.8     1824     0.0188  0.4000  0.3831
 20     19   20.8     2394    -0.0049  0.4000  0.3811
 40     19   20.8     4674    -0.0003  0.4000  0.3811
exact diagonalization: 19 updates, radius 0.4000, observed 0.3811
fewest H-products among degrees tried: m = 6
error/residual at target, m=2: 5.422
alpha/(1-mu) from local rate, m=2: 5.432
error/residual at target, exact: 0.986
alpha = 0.3, m = 2: 128 updates
alpha = 0.3, m = 8: 47 updates
alpha = 0.3, m = 40: 47 updates
alpha = 0.3, exact diagonalization: 47 updates
\end{verbatim}
